# Slow Purging of a Dead Volume through a Mixed Chamber, part 2

In atomic layer deposition, a water dose must be purged with clean nitrogen before the next precursor enters. A dead volume, or pocket, joined to the chamber by a neck keeps refilling the chamber and sets the slow tail.

The chamber has volume \(V_c\), concentration \(c\) and throughflow \(Q\); the pocket has volume \(V\), concentration \(d\) and exchange flow \(q\). Concentrations are molecules per unit volume, and flows are volumes per unit time at reactor pressure and temperature. A dot denotes a time derivative. The basic model takes both volumes as well mixed, at the same constant pressure and temperature, with dilute precursor, no reaction and no wall storage. During the purge,

\[
V_c\dot c=-Qc+q(d-c),\qquad
V\dot d=q(c-d).
\]

With diffusivity \(D\), scaled as \(T^{1.75}/p\), and a neck of cross-section \(a\) and effective length \(L\), \(q=Da/L\). Define

\[
A=\frac{Q+q}{V_c},\quad B=\frac qV,\quad
r=\frac q{Q+q},\quad \delta=\frac BA .
\]

For \(\delta\ll1\), the chamber follows \(c\simeq rd\) and the simple slow rate is \(k_0=B(1-r)=qQ/[V(Q+q)]\). To first order in \(\delta\), the chamber's lag changes it to \(k_0(1-r\delta)\). The full two-volume rates are \(\lambda_s<\lambda_f\).

After a dose long enough to fill both volumes to the inlet concentration \(n_0\), with the inlet made clean at \(t=0\),

\[
\frac{c(t)}{n_0}=S(t)
=C_se^{-\lambda_st}+(1-C_s)e^{-\lambda_ft}.
\]

\[
C_s=\frac{\lambda_f-Q/V_c}{\lambda_f-\lambda_s}.
\]

The example, at 1 Torr and 423.15 K with 100 sccm of nitrogen, has \(V_c=300\) cm³, \(V=500\) cm³, \(Q\simeq1962\) cm³/s, \(q\simeq436\) cm³/s and \(D\simeq347\) cm²/s. The neck has radius 1 cm and effective length 2.5 cm, including an allowance for its ends. Then \(r=0.1818\), \(\delta=0.1091\), \(C_s=0.2178\), and \(k_0=0.7133\), \(\lambda_s=0.6981\), \(\lambda_f=8.167\) s⁻¹.

### The time to a stated residue

Let \(\eta\) be the permitted value of \(c/n_0\). Once the fast term is negligible, the condition \(C_se^{-\lambda_st}=\eta\) gives

\[
t_\eta\simeq\frac1{\lambda_s}\ln\frac{C_s}{\eta}.
\]

For \(\eta=10^{-4}\),

\[
t_\eta\simeq\frac{\ln(0.2178/10^{-4})}{0.6981}
\simeq11.0\ \mathrm s .
\]

Solving the two-volume equations for the crossing without dropping the fast term also gives 11.0 s. The omitted exponential has by then decayed through about 90 of its own time constants.

The simplest estimate replaces \(C_s\) by \(r\) and \(\lambda_s\) by \(k_0\):

\[
t_\eta\simeq\frac{\ln(0.1818/10^{-4})}{0.7133}
\simeq10.5\ \mathrm s .
\]

It is short by about 0.5 s, or 4% of the two-volume time. About half of the difference comes from the rate and half from the amplitude. By contrast, the chamber-only estimate, \((V_c/Q)\ln(1/\eta)=1.41\) s, leaves out the process that controls the tail.

The slow-mode formula should not be used for a loose target near or above \(C_s\). In that range the fast term matters, and the full curve \(S(t)\) is needed.

### A dose too short to fill the pocket

Now start with a clean reactor and admit concentration \(n_0\) for a time \(t_d\), with the flows unchanged. Let \(t=0\) mark the end of the dose.

If the inlet were switched to \(n_0\) and left there, the difference between each concentration and \(n_0\) would obey the clean-gas equations. That difference starts at \(-n_0\) in both volumes. A time \(s\) after switching, the chamber would therefore contain \(n_0[1-S(s)]\).

A finite dose is one such step started at \(-t_d\), minus a second step started at zero. Since the equations are linear,

\[
\frac{c(t)}{n_0}
=[1-S(t+t_d)]-[1-S(t)]
=S(t)-S(t+t_d),\qquad t\ge0 .
\]

Keeping the slow term gives

\[
\frac{c(t)}{n_0}\simeq
C_s\left(1-e^{-\lambda_st_d}\right)e^{-\lambda_st}.
\]

For a long dose the bracket tends to one, recovering the previous result. For \(\lambda_st_d\ll1\) it tends to \(\lambda_st_d\), so the tail is proportional to the dose time.

With \(t_d=0.5\) s the bracket is 0.295. The purge time to the same residue falls from 11.0 to 9.26 s. The decay rate has not changed; the pocket simply starts with less precursor. The residue is measured here relative to the inlet concentration during the dose, not relative to the peak in the chamber. Shortening the dose is useful if the growing surface still receives enough precursor to saturate.

### Which adjustment changes the tail

The logarithmic sensitivities of the simple rate follow from \(\ln k_0=\ln q+\ln Q-\ln V-\ln(Q+q)\):

\[
\frac{\partial\ln k_0}{\partial\ln Q}=r,\qquad
\frac{\partial\ln k_0}{\partial\ln q}=1-r,\qquad
\frac{\partial\ln k_0}{\partial\ln V}=-1 .
\]

In the example a 1% increase in throughflow raises the simple rate by about 0.18%, whereas a 1% increase in neck exchange raises it by about 0.82%. The two-volume rate, which includes the chamber's lag, responds by about 0.22% and 0.78%. Each change is made with the other quantities fixed.

Doubling \(Q\) at fixed pressure and temperature gives \(k_0\simeq0.785\) s⁻¹ and \(r\simeq0.100\). The simple purge estimate falls from 10.5 to 8.8 s. About half of the gain comes from faster emptying and about half from dilution, which lowers the amplitude. The chamber-only estimate would have promised half the original time.

Pressure acts differently. At fixed standard flow, temperature and geometry, \(Q\) varies as \(1/p\). If molecular diffusion controls the neck, \(q\) does too. Every rate in the two-volume equations then varies as \(1/p\), while \(r\), \(\delta\) and \(C_s\) stay fixed. Halving the pressure would halve the long-dose purge time. This scaling ceases to apply when collisions with the neck walls or storage on surfaces become important.

### A chamber that is not mixed along the flow

The example has a chamber 10 cm long. Its axial Péclet number, the flow speed times the length divided by the diffusivity, is 1.89. Diffusion is not strong enough to make the concentration uniform along the stream, so the mixed-chamber assumption needs examination.

Take a one-dimensional chamber of cross-section \(A_c\), with \(u=Q/A_c\). Its total molecular flow is

\[
J=Qc-DA_c\frac{dc}{dz}.
\]

Let the pocket supply a steady net flow \(F\) at \(z_0\). Clean gas enters, so \(J=0\) upstream of the source; downstream, \(J=F\). At the outlet impose \(dc/dz=0\), meaning that molecules leave with the gas flow.

Downstream, the general solution is \(c=F/Q+He^{uz/D}\), where \(H\) is a constant. The outlet condition requires \(H=0\), so \(c=F/Q\) from the source to the outlet. Upstream, \(J=0\) gives

\[
c=\frac FQ e^{u(z-z_0)/D},
\]

which joins continuously at \(z_0\). The concentration at the mouth is \(F/Q\), whatever the positive value of \(D\).

Setting \(F=q(d-c)\) gives \(Qc=q(d-c)\), hence \(c=rd\). The leading rate \(k_0\) thus survives incomplete axial mixing. What it needs in this geometry is mixing across the stream and little storage in the chamber. A finite-volume calculation with the pocket at mid-length, including chamber storage, gives a slow rate of 0.704 s⁻¹, 1.4% below \(k_0\).

The mouth is not a point, however. If the stream carried away every emerging molecule before any could return, the rate would rise to \(q/V\), 22% above \(k_0\). A stagnant plume at the mouth would instead increase the return and lower the rate. The Péclet number based on the mouth diameter is 0.377, so diffusion across the mouth is important, but this number alone does not determine the correction. As a guide to its size, plug flow in a square duct of 30 cm² past a disc-shaped mouth, with a half-space end allowance already counted in the neck length, raises the rate by about 8%. That is larger than the 1.4% found above and opposite in sign; a real velocity profile would change the figure.

### A gradient inside the pocket

The pocket was also assumed to be uniform. To examine this, replace it by a column of length \(l\) and cross-section \(A_p=V/l\), closed at \(z=0\). Retain a fast chamber outside. The neck and outlet in series have conductance

\[
G=\frac{qQ}{q+Q}=k_0V .
\]

A decaying solution that has zero slope at the closed end is

\[
d(z,t)\propto\cos\!\left(\frac{xz}{l}\right)e^{-kt},
\qquad k=\frac{Dx^2}{l^2}.
\]

At the mouth, the diffusive outflow is \(DA_p(x/l)\sin x\), up to the common amplitude. It must equal \(G\cos x\). Therefore

\[
x\tan x=\beta,\qquad \beta=\frac{Gl}{DA_p}.
\]

For small \(\beta\), \(x\tan x\simeq x^2+x^4/3\), so \(x^2\simeq\beta(1-\beta/3)\). Since \(D\beta/l^2=G/V=k_0\),

\[
k\simeq k_0(1-\beta/3).
\]

As internal diffusion becomes rapid, \(\beta\to0\) and the mixed-pocket rate returns.

Treating the example pocket as a cube gives \(l\simeq7.9\) cm and \(\beta\simeq0.13\). The full root of the equation gives 0.684 s⁻¹, a reduction of about 4% relative to \(k_0\). When the gradients in both volumes and the storage in the chamber are included, the slow rate is about 0.675 s⁻¹ once the grid is fine enough, about 5% below \(k_0\). These figures belong to the one-dimensional column, which opens over its whole cross-section, and they do not fix even the sign of the correction for the example pocket. That pocket is fed through a disc of radius 1 cm, and the neck length already contains an allowance for its ends. If that allowance is the spreading resistance into an unbounded half-space, it exceeds the three-dimensional resistance from the mouth to the mean concentration of the cube (about \(7.8\times10^{-4}\) against \(6.8\times10^{-4}\) s/cm³), and the rate lies about 4% above \(k_0\) instead of 4% below it. The pocket gradient is a correction of a few percent whose sign depends on how the neck length was defined.

### Water held on the pocket walls

Suppose that water leaves and joins the walls rapidly, with an adsorbed amount proportional to the gas concentration. Let \(K\) be the number of reversibly held molecules divided by the number in the pocket gas. The total pocket inventory is then \((1+K)Vd\). Its outflow is still \(Gd\), so

\[
(1+K)V\dot d=-Gd,\qquad k=\frac{k_0}{1+K}.
\]

The wall does not narrow the neck; it provides more molecules to remove. At \(K=0\) the earlier rate returns.

For a dose containing 5% water, the gas density is \(1.14\times10^{15}\) cm⁻³. The cubic pocket has a wall area of 378 cm². An assumed reversible coverage of \(10^{14}\) cm⁻² gives

\[
K=\frac{10^{14}\times378}{1.14\times10^{15}\times500}
\simeq0.066 .
\]

With the chamber storage retained, the slow time rises from 1.43 to 1.53 s. A coverage of \(10^{15}\) cm⁻² gives \(K\simeq0.66\) and a slow time of 2.36 s. These coverages size the effect; they are not measured properties of a particular wall. The larger one is near a monolayer, where a linear law is doubtful. If a fraction \(\theta\) of identical sites is filled during the dose, a Langmuir law raises the ratio of held to gaseous molecules from \(K\) to \(K/(1-\theta)\) as the gas thins. With half the sites filled, which at the larger coverage requires \(2\times10^{15}\) sites per cm², the late slow time is about 3.3 s instead of 2.36 s. If \(10^{15}\) cm⁻² is itself close to a full layer, say \(\theta=0.9\), the late slow time is about 11 s.

### The example beside a real reactor

The parameters lie in the rough regime of thermal aluminium oxide deposition from trimethylaluminium and water: a pressure near 1 Torr, a temperature near 150 °C and a nitrogen carrier. The 500 cm³ pocket is large beside the 300 cm³ chamber and was chosen to separate the two rates clearly. With the same neck and a pocket ten times smaller, \(\delta\) would be about 1.1, and \(k_0\) would no longer be a reliable slow rate. Wall storage could alter the result strongly: at the larger assumed coverage, the slow time grows by about 65% relative to the two-volume value under the linear law, and by more if the wall sites fill appreciably during the dose. Water held with a range of binding strengths need not follow a linear law, and its tail need not be exponential.

A cooler pocket also slows the purge. If the pocket and neck are at 373 K at the same pressure, the simple rate falls to 0.582 s⁻¹, or by 18%. To see why both flows change, write the balances in mole fractions. The molar throughflow is fixed, so expressing it as a volume at the pocket temperature lowers \(Q\) in proportion to temperature, while \(q\) falls with the diffusivity.

Three other effects are smaller. The neck volume is 1.6% of the pocket volume. The ratio of molecular to Knudsen diffusivity is 0.007, so collisions with the neck wall add little resistance. A 5% pressure rise during the dose pushes about 25 cm³ of gas into the pocket, compared with a one-way exchange of 218 cm³ in 0.5 s. That changes the initial load of the pocket rather than its later decay rate. The numerical output lists the values used in these comparisons.

## Computed results

```
Pressure: 1 Torr
Temperature: 423.15 K
Carrier flow: 100 sccm
Chamber volume Vc: 300 cm^3
Chamber length: 10 cm
Pocket volume V: 500 cm^3
Neck radius: 1 cm
Neck effective length: 2.5 cm
Reference diffusivity, 1 atm and 300 K: 0.25 cm^2/s
Diffusivity temperature exponent: 1.75
Diffusivity D in reactor: 346.9 cm^2/s
Throughflow Q: 1962 cm^3/s
Exchange flow q: 435.9 cm^3/s
A = (Q+q)/Vc: 7.994 1/s
B = q/V: 0.8718 1/s
delta = B/A: 0.1091
r = q/(Q+q): 0.1818
Simple slow rate k0: 0.7133 1/s
Simple slow time 1/k0: 1.402 s
Exact slow rate: 0.6981 1/s
Exact fast rate: 8.167 1/s
First-order slow rate: 0.6992 1/s
Lower bound k0/(1+delta): 0.6432 1/s
Mean exit time from pocket: 1.555 s
Slow amplitude Cs in chamber: 0.2178
Target residue: 0.0001
Purge time without pocket: 1.408 s
Purge time, simple estimate: 10.52 s
Purge time, slow-mode formula: 11.01 s
Purge time, direct two-box solution: 11.01 s
Short dose length: 0.5 s
Short-dose tail factor: 0.2947
Purge time after short dose: 9.259 s
Chamber x5: delta = 0.545, exact/simple rate = 0.8613
Chamber x20: delta = 2.18, exact/simple rate = 0.4075
Chamber axial Peclet number: 1.89
Rate with axial chamber gradients: 0.7036 1/s
Rate with pocket gradient, no chamber holdup: 0.6835 1/s
Rate with both gradients and holdup: 0.6755 1/s
Neck volume / pocket volume: 0.0157
Molecular / Knudsen diffusivity in neck: 0.00738
Mouth Peclet number (diameter): 0.377
Dose water fraction: 0.05
Breathing volume at that pressure rise: 25 cm^3
Exchange volume q*dose length: 217.9 cm^3
Cold-pocket temperature: 373.15 K
Simple rate with cold pocket: 0.5819 1/s
Pocket wall area: 378 cm^2
Water gas density in dose: 1.141e+15 1/cm^3
Wall coverage 1e+14 1/cm^2: K = 0.0663, slow time = 1.525 s
Wall coverage 1e+15 1/cm^2: K = 0.663, slow time = 2.36 s
```
